# Background Energy of a Slab with Charged Defects on Both Faces

## Problem

An insulating slab of thickness \(d\) and relative permittivity \(\varepsilon\) lies at \(-d/2<z<d/2\) in a periodic cell of lateral area \(A\) and height \(L\). The rest of the cell, of height \(w=L-d\), is vacuum. Two cells are compared at the same \(A\), \(d\) and \(\varepsilon\):

1. one defect of charge \(q\) on the upper face;
2. two such defects, one on each face, placed as mirror images in the plane \(z=0\).

Each cell is made neutral by a charge density spread uniformly over its whole volume, slab and vacuum alike. The potential is periodic, no dipole correction is applied, the slab responds linearly, and the defect charges stay fixed. Find the part of the electrostatic energy per defect that grows with \(L\) in each cell, and compare the two.

## A tempting solution

Averaged over the lateral directions, a defect is a sheet of charge density \(\sigma=q/A\). In cell 2 every vacuum region lies between two equal sheets: the upper face of one slab and the lower face of its next periodic image. The first sheet produces a field pointing up into the vacuum and the second an equal field pointing down, so the two cancel. A vacuum without field stores no energy, however thick it is. In cell 1 each vacuum region has a charged sheet on one side only, and nothing enforces this cancellation. The symmetric slab would therefore remove the growth with \(L\) that the single-defect cell suffers from.

## Where it fails

The argument adds the fields of the sheets and leaves out the background. Let \(D(z)\) be the laterally averaged displacement, whose sources are the defect charges and the background:

\[
\frac{dD}{dz}=\rho(z),\qquad E_z=\frac{D}{\varepsilon_0\,\varepsilon(z)} .
\]

In cell 2 the background density is \(-2q/(AL)=-2\sigma/L\), so in the vacuum \(dD/dz=-2\sigma/L\neq0\). The field cannot vanish throughout the vacuum; it can vanish on one plane at most. Symmetry does make it zero midway between the slabs, and the tempting solution extends that one point to the whole region.

The density of the background falls as \(1/L\), which makes it look harmless. Its total charge, however, stays at \(-2q\), and most of it sits in the vacuum, at distances from the slab that grow with \(L\). Field lines from the faces must run out to reach it. The field near a face then tends to a constant while the region it fills grows, and this gives an energy proportional to \(L\).

## Correct solution

**Separating the lateral average.** Write every function as \(f(\mathbf r)=\sum_{\mathbf G}f_{\mathbf G}(z)\,e^{i\mathbf G\cdot\mathbf r_\parallel}\), with \(\mathbf G\) the lateral reciprocal vectors. The permittivity depends on \(z\) alone, so different \(\mathbf G\) do not couple and their energies add. The uniform background enters only the \(\mathbf G=0\) part, which is treated first.

The energy of that part is \(\tfrac12A\int\rho\phi\,dz\) over one period. Insert \(\rho=dD/dz\) and integrate by parts. The boundary term vanishes because \(\phi\) and \(D\) are periodic, the latter because the cell is neutral. With \(-d\phi/dz=D/(\varepsilon_0\varepsilon)\),

\[
E=\frac{A}{2\varepsilon_0}\int\frac{D^2}{\varepsilon(z)}\,dz,
\qquad
\int\frac{D}{\varepsilon(z)}\,dz=0 .
\]

The second relation states that the potential is periodic. Neutrality also makes \(E\) independent of the zero chosen for \(\phi\).

**Two equal defects.** The charge density is even in \(z\), so \(D\) is odd. Inside the slab \(D(0)=0\) and \(dD/dz=-2\sigma/L\), hence

\[
D=-\frac{2\sigma z}{L}\qquad(|z|<d/2).
\]

In the vacuum, oddness and periodicity together give \(D(L/2)=D(-L/2)=-D(L/2)\), so \(D(L/2)=0\) and

\[
D=\sigma\left(1-\frac{2z}{L}\right)=-\frac{2\sigma}{L}\left(z-\frac L2\right)\qquad(d/2<z<L-d/2).
\]

At \(z=d/2\) the jump is \(\sigma(1-d/L)+\sigma d/L=\sigma\), as the sheet requires. The integral of \(D/\varepsilon\) vanishes because the integrand is odd.

In both regions \(D\) is a straight line through zero at the centre of the region, and a centred interval of width \(b\) has \(\int x^2dx=b^3/12\). Therefore

\[
\int\frac{D^2}{\varepsilon}dz=\frac{4\sigma^2}{L^2}\left(\frac{w^3}{12}+\frac{d^3}{12\,\varepsilon}\right),
\]

and with \(A\sigma^2=q^2/A\),

\[
E_2=\frac{q^2}{6\varepsilon_0A}\,\frac{w^3+d^3/\varepsilon}{L^2}.
\]

**One defect.** The background density is now \(-\sigma/L\), and \(D\) no longer has a definite parity. Let \(c\) be its value at the centre of the slab. Inside the slab \(D=c-\sigma z/L\). Above the charged face it is larger by \(\sigma\):

\[
D=c+\sigma-\frac{\sigma z}{L}=c+\frac\sigma2-\frac\sigma L\left(z-\frac L2\right)\qquad(d/2<z<L-d/2).
\]

At the next slab, where \(z\) has increased by \(L\), this joins the interior form without a jump, since that slab's lower face is uncharged. The sloping terms integrate to zero over each centred region. With \(t=d/\varepsilon\), periodicity of the potential becomes

\[
c\,t+\left(c+\frac\sigma2\right)w=0
\quad\Rightarrow\quad
c=-\frac{\sigma w}{2(w+t)},\qquad
c+\frac\sigma2=\frac{\sigma t}{2(w+t)} .
\]

In the squared displacement, the cross terms between constant and slope also integrate to zero. What remains is

\[
\int\frac{D^2}{\varepsilon}dz=\frac{\sigma^2}{12L^2}\left(w^3+\frac{d^3}{\varepsilon}\right)+c^2t+\left(c+\frac\sigma2\right)^2w .
\]

The last two terms combine to

\[
\frac{\sigma^2\,(w^2t+t^2w)}{4(w+t)^2}=\frac{\sigma^2wt}{4(w+t)} ,
\]

so that

\[
E_1=\frac{q^2}{24\varepsilon_0A}\left[\frac{w^3+d^3/\varepsilon}{L^2}+\frac{3wt}{w+t}\right].
\]

For \(\varepsilon=1\) there is no slab and the position of the sheet cannot matter. Then \(t=d\), \(w+t=L\), and the bracket is \((w^3+d^3+3wdL)/L^2=(w+d)^3/L^2=L\), free of \(d\) as it should be.

**Large vacuum.** Expanding \(w^3=(L-d)^3\) gives

\[
\frac{w^3+d^3/\varepsilon}{L^2}=L-3d+\frac{3d^2}{L}+O(L^{-2}),
\]

while \(wt/(w+t)=t-t^2/(w+t)\) tends to \(t=d/\varepsilon\). Per defect,

\[
E_1=\frac{q^2}{24\varepsilon_0A}\left[L-3d+\frac{3d}{\varepsilon}+O(L^{-1})\right],
\]
\[
\frac{E_2}{2}=\frac{q^2}{12\varepsilon_0A}\left[L-3d+O(L^{-1})\right].
\]

The linear term per defect is twice as large in the symmetric cell. The permittivity does not enter it, because the growing energy is stored in the vacuum.

**The rest of the lateral structure.** It remains to show that the parts with \(\mathbf G\ne0\) add no growth. Give each defect a Gaussian profile of width \(s\) in the plane of its face, so that its component is \(\sigma_G=(q/A)e^{-G^2s^2/2}\). Away from the faces \(\phi_G''=G^2\phi_G\). For the equal pair the potential is even about the centre of the slab and about the centre of the vacuum. With the value \(\phi_0\) at the faces,

\[
\phi_G=\phi_0\frac{\cosh Gz}{\cosh(Gd/2)}\ \text{(slab)},\qquad
\phi_G=\phi_0\frac{\cosh G(z-L/2)}{\cosh(Gw/2)}\ \text{(vacuum)} .
\]

The slopes at the upper face are \(G\phi_0\tanh(Gd/2)\) on the slab side and \(-G\phi_0\tanh(Gw/2)\) on the vacuum side. The jump of the displacement then gives

\[
\sigma_G=\varepsilon_0G\phi_0\left[\tanh\frac{Gw}2+\varepsilon\tanh\frac{Gd}2\right].
\]

Each of the two faces contributes \(\tfrac12A\sigma_G\phi_0\), so

\[
E_2^{\rm lat}=\frac{q^2}{\varepsilon_0A}\sum_{\mathbf G\neq0}\frac{e^{-G^2s^2}}{G\left[\tanh(Gw/2)+\varepsilon\tanh(Gd/2)\right]} .
\]

For charges \(+q\) and \(-q\) on the two faces the potential is odd about both centres; sinh replaces cosh, and coth replaces tanh in the result. The vacuum height enters through \(\tanh(Gw/2)\) or \(\coth(Gw/2)\), which approach 1 with an error of order \(e^{-Gw}\). These energies therefore tend to constants. The single defect follows from the two pairs, as shown next.

## What the symmetry removes

The charge density of cell 1, background included, is half the sum of two neutral densities: that of the equal pair \((q,q)\) with its background, and that of the opposite pair \((q,-q)\), which needs none. The first is even in \(z\) and the second odd. The energy is quadratic in the density, and the cross term, an even density times an odd potential, integrates to zero. Hence

\[
E_1=\frac{E_2+E_{\rm anti}}4,\qquad \frac{E_2}2=2E_1-\frac{E_{\rm anti}}2 .
\]

This holds for each lateral component. Its planar part gives

\[
E_{\rm anti}=4E_1-E_2=\frac{q^2}{2\varepsilon_0A}\,\frac{wt}{w+t}\;\to\;\frac{q^2d}{2\varepsilon_0\varepsilon A},
\]

the energy of a charged capacitor filled by the slab. This is the dipole part. It is bounded in \(L\), and it is what the symmetric arrangement removes. The linear term belongs to the net charge, which the second defect raises from \(q\) to \(2q\). The energy of a net charge in its background goes as the charge squared, so it rises fourfold, and sharing it between two defects leaves a factor of two.

The same factor can be read as an interaction. Let \(U_{11}\) be the energy of one defect with its own background, and \(U_{12}\) half the interaction energy of the two defects, each taken with its own background, so that \(U_{12}\) is the share of one defect. Then \(E_1=U_{11}\) and \(E_2=2U_{11}+2U_{12}\), or \(E_2/2=U_{11}+U_{12}\). The results above show that \(U_{12}\) has the same linear term as \(U_{11}\). Counting one background term per defect omits \(U_{12}\).

**Two further cases.** With opposite charges on the faces the net charge is zero, and so is the linear term. If the lateral area is doubled to \(2A\) when the second defect is added, the coefficient per defect becomes \(q^2/(12\varepsilon_0\cdot2A)=q^2/(24\varepsilon_0A)\), that of the single-defect cell. The factor of two thus refers to fixed lateral area; at fixed net charge per area it disappears.

## Numbers for an oxide slab

Take \(q=+e\), a square cell of side 1.5 nm, \(d=1.0\) nm, \(\varepsilon=10\) and \(s=0.1\) nm. With \(e^2/\varepsilon_0=18.095\) eV nm and \(A=2.25\) nm², the linear coefficient for one defect is

\[
\frac{18.095}{24\times2.25}=0.335\ \text{eV/nm},
\]

and for the pair 0.670 eV/nm per defect. At \(L=4\) nm, \(w=3\) nm and \(t=0.1\) nm, so the planar energies are

\[
\frac{E_2}2=0.6702\times\frac{27+0.1}{16}=1.135\ \text{eV},
\]
\[
E_1=0.3351\times\left(\frac{27.1}{16}+\frac{3\times3\times0.1}{3.1}\right)=0.665\ \text{eV}.
\]

Their ratio is 1.71, not 2, because the single defect also carries its share of the dipole energy. The approach to the limit is slow:

| \(L\) (nm) | \(E_1\) (eV) | \(E_2/2\) (eV) | ratio |
|---|---|---|---|
| 4 | 0.665 | 1.135 | 1.707 |
| 8 | 1.896 | 3.593 | 1.895 |
| 16 | 4.518 | 8.836 | 1.956 |
| 32 | 9.849 | 19.498 | 1.980 |

The lateral part adds 0.823 eV for the single defect and 0.832 eV per defect for the pair. It includes the self-energy of the smeared charge, 1.16 eV for an isolated charge on a half-space with \(\varepsilon=10\), which is not an artefact of the cell. The remaining \(-0.33\) eV or so depends on the lateral cell and the slab thickness, but hardly on \(L\). Nearly equal additions pull the ratio of the totals down, to 1.32 at 4 nm and 1.90 at 32 nm. The doubling shows more directly in increments, from which constants drop out. Solving Poisson's equation on a grid gives planar energies that rise between 16 and 32 nm by 5.331 eV for the single defect and 10.662 eV per defect for the pair, a ratio of 1.9999.

Ewald sums for point charges in vacuum, without a slab, test the linear term in three dimensions. Between \(L=30\) and 60 nm the slopes per defect are 0.33509 eV/nm for one charge and 0.66907 eV/nm for an equal pair 1 nm apart. Their ratio is 1.9967. The shortfall comes from the term \(3d^2/L\), which lowers the pair's slope by the fraction \(3d^2/(L_1L_2)=3/1800\). The equal pair in a doubled area gives 0.33454 eV/nm, and the opposite pair 0.00112 eV/nm, a remnant that vanishes as the heights increase.

If the single-defect linear term were subtracted once for each defect of the symmetric cell, 0.335 eV per defect would remain for every nanometre of cell height.

## The model beside a real surface

The parameters are rounded values in the rough regime of a thin MgO slab with singly positive oxygen vacancies at its surfaces. One defect per 2.25 nm² is a density set by the size of the cell, about \(4\times10^{13}\) cm⁻². At a real surface the compensating charge sits in particular places, such as other defects or a support, and is not spread through the vacuum. The linear term then has no physical counterpart; for the pair at \(L=4\) nm it amounts to \(0.670\times4=2.7\) eV per defect, partly offset by the term in \(-3d\). If the ions are held fixed, only electrons screen, and a permittivity near 3 is more suitable. That raises the total energies at \(L=4\) nm by 1.65 eV (single) and 1.46 eV per defect (pair), yet the ratio of increments between 16 and 32 nm stays at 1.9986. A slab 0.1 nm thicker shifts the energies by \(-0.04\) and \(-0.11\) eV, and a charge width of 0.15 nm by \(-0.38\) eV in both cells. The constants thus depend strongly on the model, and the doubling hardly at all.

Linear response is less secure close to a defect. The planar field in the slab at \(L=4\) nm reaches 4.9 MV/cm (single) and 2.0 MV/cm (pair), below a rough breakdown field of 10 MV/cm. These values hold for \(\varepsilon=10\). With \(\varepsilon=3\) the single-defect field is about 15 MV/cm, above that limit, and a linear slab is then only a model. For a point charge on the face of a half-space with \(\varepsilon=10\), the field 0.3 nm below the charge is 29 MV/cm. The finite slab and the periodic images change this figure but not its order of magnitude. As long as the energy stored in the slab stays bounded as \(L\) grows, a nonlinear response there changes the constant and not the linear term.

## When the defect charge does not stay fixed

In the symmetric cell the potential drop from a face to the middle of the vacuum is

\[
\Delta\phi=\int_{d/2}^{L/2}\frac{\sigma}{\varepsilon_0}\left(1-\frac{2z}L\right)dz=\frac{\sigma w^2}{4\varepsilon_0L},
\]

since the integrand is \((2\sigma/\varepsilon_0L)(L/2-z)\) and the range has length \(w/2\). At \(L=4\) nm this is 4.5 V; the single-defect cell has 2.5 V. For positive defects the potential is highest at the faces, so an electron is repelled from the vacuum. For negative defects all signs reverse: the background is positive, and the middle of the vacuum becomes a well for electrons whose depth grows as \(w^2/L\), linearly in \(L\) once the vacuum is much thicker than the slab.

If a defect electron is bound by roughly 3 eV relative to the potential just outside the face, the drop in the symmetric cell equals this binding at \(L=3.2\) nm. The estimate is rough. It uses the laterally averaged potential, whereas at the centre of a defect the laterally varying part is 2.6 V in this model, comparable to the binding; the 3 eV must therefore be read relative to the averaged potential. It also ignores the kinetic energy of confinement in the well, about 0.3 eV, which delays the spill to about 3.3 nm. Beyond the onset a self-consistent calculation that allows fractional transfer can lower its energy by moving some electronic charge from the defects into the vacuum. The drop shrinks as charge moves, so the estimate marks only the start of such a transfer; moving a whole electron pays only in a taller cell. The charge on the faces is then no longer \(2q\), and the linear law derived for fixed charges ceases to apply. For negative defects, enlarging the vacuum therefore leads out of the regime in which the formula could be used for extrapolation.

## Computed values

```
cell side 1.5 nm, area 2.25 nm^2, slab thickness 1.0 nm
permittivity 10.0, charge +1 e, charge width 0.1 nm
e/eps0 = 18.0951 V nm
linear coefficient, single: 0.33509 eV/nm per defect
linear coefficient, pair:   0.67019 eV/nm per defect
planar energy per defect in eV: L(nm), single, pair, pair/single
     4  0.6649  1.1351  1.7073
     8  1.8955  3.5928  1.8954
    16  4.5177  8.8358  1.9558
    32  9.8491  19.4977  1.9797
with lateral part, eV per defect: L(nm), single, pair, pair/single
     4  1.4882  1.9675  1.3220
     8  2.7189  4.4252  1.6276
    16  5.3411  9.6681  1.8101
    32  10.6725  20.3301  1.9049
lateral part at L=4 nm: single 0.8234 eV, pair 0.8324 eV per defect
opposite pair, planar, L=4 and 32 nm: 0.3891, 0.4008 eV per cell
grid increment 16 to 32 nm: single 5.3313 eV, pair 10.6620 eV per defect, ratio 1.9999
Ewald slopes, vacuum, L=30 to 60 nm, eV/nm per defect:
  single 0.33509, equal pair 0.66907, ratio 1.9967
  opposite pair 0.00112, equal pair in doubled area 0.33454
grid shift 0.01 to 0.005 nm, lateral part: single 0.539 meV, pair 0.538 meV per defect
lateral cutoff shift, largest: 3.0e-11 meV per cell
neglected effects: shift at L=4 nm in eV per defect (single, pair),
  then ratio of pair to single increments from 16 to 32 nm
  permittivity 3 (clamped ions): +1.6500, +1.4620; 1.9986
  thickness 1.1 nm: -0.0448, -0.1112; 1.9998
  charge width 0.15 nm: -0.3822, -0.3841; 1.9999
planar field in slab, L=4 nm: single 4.89, pair 2.00 MV/cm (rough breakdown 10)
planar field in vacuum, L=4 nm: single 31.4, pair 60.2 MV/cm
local field 0.3 nm from a surface charge: 29.1 MV/cm
potential drop across slab, single: 0.389 V (rough gap 8 eV)
face-to-vacuum potential drop, L=4 nm: single 2.461 V, pair 4.524 V
negative pair: drop reaches rough binding 3 eV at L = 3.18 nm
```
